# S-orthonormalizing PAW bands by Cholesky factorization with updated projections

## Result

Let the columns of the $N\times M$ matrix $\Psi$ be $M$ linearly independent pseudo bands in an orthonormal basis of $N$ plane waves. Let the columns of $p$ be the $K$ projectors in the same basis, and let $P=p^\dagger\Psi$ be the projections. The PAW overlap operator is

$$S=1+pQp^\dagger ,\qquad Q=Q^\dagger ,\tag{1}$$

where $Q$ is block-diagonal over atoms. If $S$ is positive definite, the scheme is

$$G=\Psi^\dagger\Psi+P^\dagger QP=R^\dagger R,\qquad \Psi'=\Psi R^{-1},\qquad P'=PR^{-1}, \tag{2}$$

with $R$ upper triangular and positive on its diagonal. In exact arithmetic $\Psi'^\dagger S\Psi'=1$ and $P'=p^\dagger\Psi'$, so no new projection is needed.

In floating-point arithmetic with unit roundoff $u$, two errors appear, to first order in $u$:

$$\|\Psi'^\dagger S\Psi'-1\|\le C_1\,u\kappa,\qquad \|P'-p^\dagger\Psi'\|\le C_2\,u\sqrt{\kappa}. \tag{3}$$

Here $\kappa$ is the condition number of the Gram matrix scaled to unit diagonal,

$$H=D^{-1}GD^{-1},\qquad D_{jj}=\sqrt{G_{jj}} . \tag{4}$$

The constants depend on $N,K,M$, on $S$ and on the projectors. Unsubscripted matrix norms are spectral norms; $\|\cdot\|_F$ is the Frobenius norm. If the first pass leaves a loss well below 1, a second pass reduces the loss of orthogonality to order $u$, with a constant that grows as $S$ approaches singularity, provided that the projections are recomputed before it.

## Positivity of the overlap operator

The coefficients are $q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle$, the difference between all-electron and pseudo partial-wave overlaps. Thus $\Psi^\dagger\Psi$ is the overlap of the smooth functions, and $P^\dagger QP$ restores what they lack near the nuclei.

The transformation from pseudo to all-electron functions is $T=1+\sum_i|\Delta_i\rangle\langle p_i|$ with $\Delta_i=\phi_i-\tilde\phi_i$. The operator $T^\dagger T$ can never have a negative expectation value. Its terms beyond 1 reduce to $|p_i\rangle q_{ij}\langle p_j|$ if $\sum_j|\tilde\phi_j\rangle\langle p_j|$ acts as the identity inside non-overlapping augmentation spheres, because then the coefficient is

$$\langle\Delta_i|\tilde\phi_j\rangle+\langle\tilde\phi_i|\Delta_j\rangle+\langle\Delta_i|\Delta_j\rangle=q_{ij}.$$

A finite set of partial waves does not guarantee this identity, so positivity of (1) must be checked.

A $K\times K$ problem suffices. Suppose $Sx=\sigma x$ with $\sigma\ne1$, and put $y=Qp^\dagger x$. Then $py=(\sigma-1)x\neq0$, and

$$Qp^\dagger p\,y=Qp^\dagger(\sigma-1)x=(\sigma-1)y .$$

Conversely, if $Qp^\dagger p\,y=\mu y$ with $\mu\ne0$, then $x=py$ is nonzero and $pQp^\dagger x=\mu x$. Every eigenvalue of $S$ other than 1 is therefore an eigenvalue of $1+Qp^\dagger p$. Let $s$ and $s_{\max}$ be the smallest and largest eigenvalues of $S$; from here on $s>0$.

## Why the factorization works

For any nonzero vector $x$,

$$x^\dagger Gx=(\Psi x)^\dagger S(\Psi x)\ge s\|\Psi x\|^2>0,$$

so $G$ is positive definite. Gram–Schmidt in the $S$ inner product then succeeds and writes each band as

$$\psi_j=\sum_{i<j}\psi'_iR_{ij}+\psi'_jR_{jj},\qquad R_{jj}>0. \tag{5}$$

In matrix form $\Psi=\Psi'R$, hence $G=R^\dagger\Psi'^\dagger S\Psi'R=R^\dagger R$. Reading this equation entry by entry gives, for $i<j$,

$$R_{ij}=\frac{G_{ij}-\sum_{k<i}R_{ki}^*R_{kj}}{R_{ii}},\qquad R_{jj}=\Big(G_{jj}-\sum_{k<j}|R_{kj}|^2\Big)^{1/2}. \tag{6}$$

These formulas fix $R$ uniquely. Cholesky factorization thus produces the Gram–Schmidt bands, and the first $k$ new bands span the same space as the first $k$ old ones. The pivot $R_{jj}$ is the $S$-norm of what remains of band $j$ after its components along the earlier bands are removed.

The projections follow by associativity: $p^\dagger\Psi'=p^\dagger(\Psi R^{-1})=(p^\dagger\Psi)R^{-1}=P'$. This requires $P$ to belong to the current projectors. If the atoms move, $p$ and $S$ change, and $P$ must be recomputed first.

## Pseudocode

```
orthonormalize(Psi, P):
    W = Q P                        # atom by atom
    G = Psi^H Psi + P^H W          # upper triangle
    R = cholesky(G)                # G = R^H R
    if a pivot is not positive: report dependence, stop
    for each row x of Psi and of P:
        for j = 1..M:
            x[j] = (x[j] - sum_{i<j} x[i] R[i,j]) / R[j,j]
    return Psi, P

P = p^H Psi
Psi, P = orthonormalize(Psi, P)
if u*kappa exceeds the tolerance:
    P = p^H Psi                    # do not skip this line
    Psi, P = orthonormalize(Psi, P)
```

The row loop solves $\Psi'R=\Psi$ in place, without forming $R^{-1}$. The number $\kappa$ comes from the eigenvalues of the small matrix $H$, as long as $u\kappa\ll1$. Near $\kappa=1/u$ the smallest computed eigenvalue is mostly rounding error and can even be negative; the computed $\kappa$ is then unreliable and the bounds below guarantee nothing, even if the factorization runs to its end, so the loss has to be measured with recomputed projections. The test on $u\kappa$ also assumes that the smallest eigenvalue $s$ of $S$ is not small; otherwise the loss can be larger by a factor of order $1/s$.

A cheaper warning comes from the pivots. In the scaled block each band has unit $S$-norm, and $R_{jj}^2/G_{jj}$ is the squared $S$-norm of a combination with coefficient 1 on band $j$. The coefficient vector has length at least 1, so the smallest eigenvalue $\lambda$ of $H$ satisfies $\lambda\le R_{jj}^2/G_{jj}$. The largest eigenvalue is at least 1, since the eigenvalues average to 1. Therefore

$$\kappa\ge\frac1\lambda\ge\max_j\frac{G_{jj}}{R_{jj}^2}. \tag{7}$$

A small relative pivot proves ill-conditioning; the absence of one does not prove safety.

## Cost

Count complex multiplications and divisions, leaving out the $M$ square roots and the initial projection. Let each atom have $n$ projectors.

- The upper triangle of $G$ has $M(M+1)/2$ entries, each with inner products of lengths $N$ and $K$. This costs $(N+K)M(M+1)/2$.
- The product $QP$ costs $KnM$.
- In the triangular solve, entry $j$ of a row needs $j-1$ multiplications and one division. The $N+K$ rows cost $(N+K)M(M+1)/2$.
- In (6), $R_{ij}$ with $i<j$ costs $i$ operations and $R_{jj}$ costs $j-1$.

The last item sums to

$$\sum_{j=1}^M\left[\frac{j(j-1)}2+j-1\right]=\frac12\sum_{j=1}^M(j^2+j-2)=\frac{M(M-1)(M+4)}6 .$$

The total is

$$(N+K)M(M+1)+KnM+\frac{M(M-1)(M+4)}6 . \tag{8}$$

For $N\gg K,M$ and $Kn\ll NM$ this is close to $NM(M+1)$, or $NM^2$ when also $M\gg1$. A matrix product that ignores the Hermiticity of $G$ nearly doubles the Gram part.

Updating $P$ takes $KM(M+1)/2$ of the total, while a dense reprojection takes $NKM$. Their ratio is $2N/(M+1)$. Projectors stored on small real-space regions would reduce this advantage.

## Two bands: the origin of the condition number

Take two bands of unit $S$-norm with real overlap $0<c<1$. The eigenvalues of $H$ are $1\pm c$, so $\kappa=(1+c)/(1-c)$. Suppose that the overlap used in the factorization is $c+e$. Then

$$\psi_2'=\frac{\psi_2-(c+e)\psi_1}{r},\qquad r^2=1-(c+e)^2 .$$

The true squared $S$-norm of this band is

$$\frac{1-2c(c+e)+(c+e)^2}{r^2}=\frac{1-c^2+e^2}{1-c^2-2ce-e^2}\simeq1+\frac{2ce}{1-c^2}, \tag{9}$$

to first order in $e$. Since $1-c^2=(1+c)^2/\kappa$, the excess is $2ce\kappa/(1+c)^2$, which tends to $\kappa e/2$ as $c\to1$.

The remaining overlap of the two new bands is $(c-c-e)/r=-e/r$. Its size is about $e\sqrt\kappa/2$ in the same limit. For strongly overlapping bands the norm therefore suffers more than the angle: the small remainder is divided by its own inaccurate length. To first order the excess (9) is larger than the remaining overlap only when $2c>\sqrt{1-c^2}$, that is for $c>1/\sqrt5$.

For $c=0.999$ and $e=10^{-8}$, $\kappa=1.999/0.001=1999$ and $r=0.0447$. The predicted excess of the squared norm is $1999\times10^{-8}/2=1.0\times10^{-5}$, in agreement with the value measured from the deliberately perturbed factorization. The remaining overlap has size $10^{-8}/0.0447=2.2\times10^{-7}$.

## Rounding errors in a block

**Inner products.** The real part of a complex inner product of length $m$ is a sum of $2m$ real products. Each product undergoes at most $2m$ roundings, one in its formation and the rest in the additions. The same holds for the imaginary part. To first order the error is therefore bounded by

$$g_m\sum_k|x_k||y_k|,\qquad g_m=2\sqrt2\,mu . \tag{10}$$

**Errors in $G$.** First let all bands have unit $S$-norm, so $G=H$. From $1=\psi_i^\dagger S\psi_i\ge s\|\psi_i\|^2$ follow $\|\psi_i\|\le s^{-1/2}$ and $\|p^\dagger\psi_i\|\le\|p\|s^{-1/2}$. Three sources contribute to each entry of $G$:

- the plane-wave product, at most $g_N/s$;
- the error of $P$, at most $g_N\|p\|_Fs^{-1/2}$ per band, which enters through either factor and gives $2g_N\|p\|_F\|Q\|\|p\|/s$;
- the evaluation of $P^\dagger(QP)$, with two successive products, at most $2g_K\|\,|Q|\,\|\|p\|^2/s$, where $|Q|$ has entries $|q_{ij}|$.

Adding the two parts of $G$ costs one more rounding, covered by replacing $g_N$ with $g_{N+1}$ in the first item and $g_K$ with $g_{K+1}$ in the third.

**Errors in the factorization.** In (6), each real or imaginary part is formed by subtracting the rounded real products from $G_{ij}$ one at a time, each subtraction multiplying the running value by a factor $1+\epsilon$ with $|\epsilon|\le u$, and then dividing or taking the square root. Dividing the whole relation by the product of the subtraction factors leaves $G_{ij}$ free of them and attaches at most $2(M+1)$ such factors to each real product, including $R_{ii}R_{ij}$. The computed $R$ then satisfies $R^\dagger R=G$ up to $g_{M+1}\sum_k|R_{ki}||R_{kj}|$ in each entry. The columns of $R$ have unit length to leading order, because $(R^\dagger R)_{jj}\simeq1$, so this error is at most $g_{M+1}$. Altogether

$$R^\dagger R=G+E,\qquad |E_{ij}|\le\eta,\qquad \|E\|\le M\eta, \tag{11}$$

$$\eta=\frac{g_{N+1}+2g_N\|p\|_F\|Q\|\|p\|+2g_{K+1}\|\,|Q|\,\|\|p\|^2}{s}+g_{M+1}.$$

The factor $1/s$ has a physical reading. When $S$ nearly annihilates some function, a band of unit $S$-norm can have a large smooth part, cancelled by a negative augmentation term.

**Errors in the solve.** The same rearrangement in the row loop gives

$$\Psi'R=\Psi+F,\qquad \|F\|_F\le g_M\|\Psi'\|_F\|R\|_F\le\frac{g_MM}{\sqrt s}, \tag{12}$$

since $\|\Psi'\|_F\le\sqrt{M/s}$ and $\|R\|_F=\sqrt M$ to leading order.

**Loss of orthogonality.** Insert $\Psi'=(\Psi+F)R^{-1}$ and $G=R^\dagger R-E$, and drop the term quadratic in $F$:

$$\Psi'^\dagger S\Psi'-1\simeq R^{-\dagger}\left(-E+\Psi^\dagger SF+F^\dagger S\Psi\right)R^{-1}. \tag{13}$$

To leading order $\|R^{-1}\|^2=1/\lambda$. The first term is thus at most $M\eta/\lambda$. In the second, $S^{1/2}\Psi R^{-1}$ has unit norm to leading order, so only one factor $R^{-1}$ remains with $F$. Hence

$$\|\Psi'^\dagger S\Psi'-1\|\le\frac{M\eta}{\lambda}+2g_MM\sqrt{\frac{s_{\max}}{s\lambda}} . \tag{14}$$

By (7), $1/\lambda\le\kappa$, which gives the first bound in (3). The trace also limits the largest eigenvalue of $H$ to $M$, so $\kappa\le M/\lambda$. The expansion requires the actual error to be small, $\|E\|/\lambda\ll1$; the condition $M\eta/\lambda\ll1$ guarantees this but is not necessary.

**Unequal norms.** For a general block, $G=DHD$ and $R=R_HD$, where $R_H$ is the Cholesky factor of $H$. Every bound on $E_{ij}$ contains one norm of band $i$ and one of band $j$, so now $|E_{ij}|\le D_{ii}\eta D_{jj}$. Then

$$R^{-\dagger}ER^{-1}=R_H^{-\dagger}(D^{-1}ED^{-1})R_H^{-1},$$

and the bracket obeys the old bound. Column $j$ of $F$ carries a factor $D_{jj}$ in the same way, and $FR^{-1}=(FD^{-1})R_H^{-1}$. The scale $D$ cancels, barring overflow and underflow. This is why $\kappa$ belongs to $H$ and not to $G$.

## Accuracy of the updated projections

Let the stored projections be $P=p^\dagger\Psi+\delta P$, and let their triangular solve give $P'R=P+F_P$. Subtracting $p^\dagger\Psi'=p^\dagger(\Psi+F)R^{-1}$ yields

$$\Delta\equiv P'-p^\dagger\Psi'=(\delta P+F_P-p^\dagger F)R^{-1}. \tag{15}$$

For unit-norm bands, $\|\delta P\|_F\le g_N\|p\|_F\sqrt{M/s}$, and both $\|F_P\|$ and $\|p^\dagger F\|$ are at most $g_M\|p\|M/\sqrt s$. Therefore

$$\|\Delta\|\le\frac{1}{\sqrt\lambda}\left(g_N\|p\|_F\sqrt{\frac Ms}+\frac{2g_M\|p\|M}{\sqrt s}\right). \tag{16}$$

One factor $R^{-1}$ appears instead of two, hence $\sqrt\kappa$. The cancellation of $D$ carries over.

After one pass this mismatch is a minor error when $\kappa$ is large. In a second pass it can become the main one. Let $\Psi_1,P_1$ be the output of the first pass, with mismatch $\Delta$. The second pass with updated projections factorizes $\Psi_1^\dagger\Psi_1+P_1^\dagger QP_1$, whereas the true Gram matrix contains $P_1-\Delta$:

$$\Psi_1^\dagger S\Psi_1=\Psi_1^\dagger\Psi_1+P_1^\dagger QP_1-\Delta^\dagger QP_1-P_1^\dagger Q\Delta+\Delta^\dagger Q\Delta. \tag{17}$$

The second triangular factor is close to the unit matrix if the first loss was small. It turns the first two terms into 1 and leaves a loss

$$\|\Delta^\dagger QP_1+P_1^\dagger Q\Delta\|\le2\|Q\|\|P_1\|\|\Delta\|, \tag{18}$$

to leading order and apart from new roundoff. More passes of this kind do not help, because the mismatch is carried along. An orthogonality check that uses the updated projections does not see it either: it evaluates the very matrix that was made equal to 1.

Recomputing $P=p^\dagger\Psi_1$ removes $\Delta$ up to fresh rounding. The second pass then starts with $\lambda\simeq1$, and (14) and (16) bound the errors of orthogonality and projections by constants times $u$. For small $s$ these constants grow as $1/s$ and $1/\sqrt s$, which no further pass can be expected to cure.

## Worked example

The model has round parameters and represents no material. Four centres lie in a cubic cell of side 10 bohr, at a corner and at the face centres, with plane waves up to 4 bohr$^{-1}$. Each centre has two $s$ and three $p$ projectors of Gaussian type, of width 0.6 bohr and unit norm. The $s$ block of $Q$ has diagonal entries $0.5$ and $-0.3$ and off-diagonal entry $0.1$; each $p$ channel has $-0.6$. The eigenvalues of $S$ lie between $0.39$ and $1.48$, so $S$ is safely positive.

With $N=1045$, $K=20$, $M=24$ and $n=5$, equation (8) gives

$$1065\times24\times25+20\times5\times24+\frac{24\times23\times28}{6}=639000+2400+2576=643976 .$$

The projection update accounts for $20\times24\times25/2=6000$ operations. Dense reprojection needs $1045\times20\times24=501600$, or 84 times more. Two passes with one reprojection between them cost $2\times643976+501600=1789552$, which is 2.8 times one pass.

Blocks with prescribed near-dependence give these medians over five draws. Losses are relative to the unit overlap matrix; the mismatch is absolute, for projectors of unit norm.

| $\kappa$ | loss, one pass | mismatch | second pass, $P$ updated | second pass, $P$ recomputed |
|---|---|---|---|---|
| $9.8\times10^{1}$ | $5\times10^{-15}$ | $1\times10^{-15}$ | $1\times10^{-15}$ | $9\times10^{-16}$ |
| $9.3\times10^{5}$ | $2\times10^{-11}$ | $6\times10^{-14}$ | $3\times10^{-14}$ | $1\times10^{-15}$ |
| $8.4\times10^{11}$ | $1\times10^{-5}$ | $5\times10^{-11}$ | $3\times10^{-11}$ | $1\times10^{-15}$ |

In the last row $u\kappa=1.11\times10^{-16}\times8.4\times10^{11}=9.3\times10^{-5}$, about six times the measured loss of $1.5\times10^{-5}$. The corresponding $u\sqrt\kappa$ is $1.0\times10^{-10}$, about twice the mismatch. Fitted over $\kappa$ from about $10^4$ to $10^{12}$, the growth exponents are 0.97 for the loss and 0.48 for the mismatch, near the 1 and 1/2 of the bounds. At the largest $\kappa$, the left side of (18) reproduces the loss after the second pass with updated projections to a relative error of about $10^{-5}$.

The bounds describe growth, not size. The measured loss never exceeds $3\times10^{-6}$ of (14). At the largest $\kappa$ the right side of (14) is therefore at least about $1.5\times10^{-5}/(3\times10^{-6})=5$, so it guarantees nothing there, although the actual loss is small. For this model $u\kappa$ itself is the more useful estimate.

Rescaling the bands of blocks with $\kappa=8.6\times10^3$ over eight decades raises the condition number of $G$ to $1.4\times10^{18}$ (medians over five blocks, as is the loss below). The loss stays at $3\times10^{-13}$, as the cancellation of $D$ requires. The numerical check covers these statements and the operation count.

## Failure modes

**Dependent bands.** When the scaled error $\|D^{-1}ED^{-1}\|$ reaches $\lambda$, the matrix $G+E$ need not be positive definite. The factorization may stop, or it may continue with a pivot made of rounding error and return bands whose loss of orthogonality is of order 1; no bound then covers the result, although a second pass with recomputed projections may still succeed. In 20 blocks built for $\kappa=10^{20}$, it stopped every time.

A remedy is to diagonalize $H=V\Lambda V^\dagger$ and keep only the columns $V_+$ whose eigenvalues $\Lambda_+$ exceed a threshold well above the rounding error of $H$. In exact arithmetic the bands $\Psi D^{-1}V_+\Lambda_+^{-1/2}$ are $S$-orthonormal, because

$$\Lambda_+^{-1/2}V_+^\dagger HV_+\Lambda_+^{-1/2}=1 .$$

In floating point the matrix diagonalized is $H$ plus a rounding error. That error enters between two factors $\Lambda_+^{-1/2}$, so a loss of up to its norm divided by the smallest kept eigenvalue remains; a Cholesky pass with recomputed projections removes it. The projections take the same right factor. The block has fewer bands, which must be replaced by new independent vectors if $M$ is to be kept, and the nested spans of (5) are lost.

**Indefinite overlap.** If $s\le0$, a nonpositive pivot can occur even for well-separated bands. The eigenvalues of $1+Qp^\dagger p$ show whether $S$ is indefinite: if all are safely positive, this case is excluded. A nonpositive one does not exclude that the bands are dependent as well. Its cure lies in the partial waves, projectors or sphere overlap, not in the orthonormalization.

**Hidden mismatch.** Projections updated through many ill-conditioned steps accumulate terms of the form (15). Comparing $P$ with a fresh $p^\dagger\Psi$ measures the mismatch directly, and replacing $P$ by the fresh value removes it.

## Calculated quantities

```
cell side 10.0 bohr, cutoff 4.0 1/bohr, width 0.6 bohr
plane waves N = 1045, bands M = 24, projectors K = 20, per centre n = 5
q, s block: [[0.5, 0.1], [0.1, -0.3]]  q, each p: -0.6
eigenvalues of S: smallest 0.3934, largest 1.4816
unit roundoff u = 1.110e-16
largest difference from S-metric Gram-Schmidt = 9.5e-16
two bands: overlap c = 0.999, overlap error e = 1e-08
two bands: condition number = 1999.0, R22 = 0.04471
two bands: squared-norm excess measured = 9.9951e-06
two bands: squared-norm excess, first order = 9.9950e-06
total cost = 643976 multiplications and divisions
of which projection update = 6000
dense reprojection instead = 501600
reprojection / update = 83.6
medians of 5 draws (dimensionless); columns:
kappa | loss, pass 1 | projection mismatch | loss, pass 2 updated P | loss, pass 2 recomputed P
9.77e+01 | 5.47e-15 | 1.14e-15 | 1.12e-15 | 9.28e-16
8.75e+03 | 2.73e-13 | 7.69e-15 | 4.65e-15 | 9.99e-16
9.29e+05 | 1.66e-11 | 6.44e-14 | 3.48e-14 | 9.64e-16
8.66e+07 | 1.48e-09 | 5.42e-13 | 3.22e-13 | 9.65e-16
9.04e+09 | 1.35e-07 | 5.31e-12 | 2.91e-12 | 9.58e-16
8.38e+11 | 1.48e-05 | 5.39e-11 | 3.02e-11 | 1.08e-15
growth exponent in kappa, loss after pass 1 = 0.965
growth exponent in kappa, projection mismatch = 0.477
growth exponent in kappa, pass 2 updated P = 0.489
largest loss / its bound = 2.9e-06
largest mismatch / its bound = 2.3e-05
pass 2 loss predicted from mismatch, relative error = 1.5e-05
scaling test: kappa of H = 8.61e+03, kappa of scaled G = 1.39e+18
scaling test: loss unscaled = 2.64e-13, scaled = 2.71e-13
target kappa 1e20, 20 blocks: Cholesky stopped in 20, loss above 0.1 in 0
```
